# Off-Axis Beam from a Long Tube with Linearly Falling Wall Impingement

**Q.** A long tube on an effusion cell is meant to give a narrow beam. If I stand so far off axis that I cannot see the source through it, why should I receive any atoms?

**A.** Because you still see the inner wall. Take a straight round tube of radius $a$ and length $L$. Let $z$ be the depth measured inward from the exit, and $\theta$ the angle from the axis. At $z=L$ there is a uniform source disk, which sends flux $\nu_0$ (atoms per area and time) into the tube with a cosine distribution. Atoms do not collide with each other. The wall absorbs none in steady state, so it re-emits the flux $\nu(z)$ that strikes it, also with a cosine distribution.

Since $\int\cos\beta\,d\Omega=\pi$ over a hemisphere, a wall element emits $\nu/\pi$ per unit solid angle and unit projected area. Consider an element $dS$ of wall at distance $r$ from an exit element $dA$. Its contribution through $dA$ is

$$\frac{\nu}{\pi}\,\cos\beta\,dS\,\frac{\cos\theta\,dA}{r^2}=\frac{\nu}{\pi}\cos\theta\,dA\,d\Omega ,$$

because $dS\cos\beta/r^2$ is the solid angle $d\Omega$ that the wall element fills as seen from $dA$. The far-field intensity, in atoms per second and steradian, is therefore

$$I(\theta)=\frac{\cos\theta}{\pi}\int_{\rm exit}\nu\,dA ,$$

with $\nu$ taken where the backward ray from each exit point ends.

**Q.** Where does it end, and when is the source really hidden?

**A.** Project the backward ray onto the exit plane. It runs along a chord of the circle and meets the wall after a transverse distance $c$. Its axial advance is then

$$z=c\cot\theta .$$

The largest possible $c$ is the diameter $2a$. If $2a\cot\theta\le L$, every backward ray strikes the wall before reaching the source. The cut-off angle thus obeys $\tan\theta_c=2a/L$.

**Q.** You still need $\nu(z)$. Suppose it falls linearly to zero at the exit.

**A.** Then $\nu=\nu_0z/L=\nu_0c\cot\theta/L$, and for $\theta\ge\theta_c$

$$I=\frac{\nu_0\cos\theta\cot\theta}{\pi L}\int c\,dA .$$

Slice the exit disk into chords parallel to the projected ray. The chord at distance $y$ from the centre has length $\ell=2\sqrt{a^2-y^2}$, and along it $c$ runs from $0$ to $\ell$, so

$$\int c\,dA=\int_{-a}^{a}\frac{\ell^2}{2}\,dy=2\int_{-a}^{a}(a^2-y^2)\,dy=\frac{8a^3}{3}.$$

With $\cos\theta\cot\theta=\cos^2\theta/\sin\theta$ this gives

$$I(\theta)=\frac{8a^3\nu_0}{3\pi L}\,\frac{\cos^2\theta}{\sin\theta},\qquad \tan\theta\ge\frac{2a}{L}.$$

One cosine is the foreshortening of the exit. The factor $\cot\theta$ is the depth to which you look, and so the impingement you find there. For a profile $\nu\propto z^n$ the same steps give $\cos\theta\cot^n\theta$: a uniform wall gives a plain cosine, and a linear one gives the law above.

As a test that does not use chords, the emission of all wall elements whose rays leave through the exit was summed directly for $L/a=20$ at 8°, 20°, 45° and 75°. The largest difference, relative to the law, was 0.003 %.

**Q.** The expression diverges at $\theta=0$. Does that not condemn it?

**A.** It does not apply there. Inside the cut-off, put $p=L\tan\theta/(2a)<1$ and $q=\sqrt{1-p^2}$. A backward ray reaches the source if $c>2ap$, so the wall part of each chord stops at $c=\min(\ell,2ap)$. Chords with $|y|<aq$ are longer than $2ap$. Hence

$$\int_{\rm wall}c\,dA=2\int_0^{aq}2a^2p^2\,dy+2\int_{aq}^{a}2(a^2-y^2)\,dy$$

$$=4a^3\left[p^2q+\frac23-q+\frac{q^3}{3}\right]=\frac{8a^3}{3}(1-q^3),$$

where $p^2q-q=-q^3$ was used. The wall part is the previous law times $1-q^3$. The exit area from which the source is visible is

$$2\int_0^{aq}\left(2\sqrt{a^2-y^2}-2ap\right)dy=2a^2(\arccos p-pq),$$

since the square-root term gives $2a^2(pq+\arcsin q)$, the other gives $-4a^2pq$, and $\arcsin q=\arccos p$. As $\cot\theta=L/(2ap)$, the total is

$$\frac{I}{\nu_0a^2}=\cos\theta\left[\frac2\pi(\arccos p-pq)+\frac{4(1-q^3)}{3\pi p}\right].$$

For small $p$ the bracket tends to $1-4p/\pi+2p/\pi=1-2p/\pi$. The axial intensity is finite and equals $\nu_0a^2$; the wall replaces half of the direct light first lost. At $p=1$ the direct part vanishes and the earlier law takes over continuously. For $L/a=20$ and $p=0.5$, which is 2.86°, the direct and wall parts are 0.3905 and 0.2971 of the axial intensity.

**Q.** My real doubt is the premise. Does a linear profile ending at zero conserve atoms?

**A.** Not near the exit. First integrate the law over the hemisphere. For a long tube the region inside $\theta_c$ contributes a fraction of order $a^2/L^2$ of the entering flow, so to leading order

$$2\pi\int_0^{\pi/2}I\sin\theta\,d\theta=\frac{16a^3\nu_0}{3L}\int_0^{\pi/2}\cos^2\theta\,d\theta=\frac{4\pi a^3\nu_0}{3L}.$$

Divided by the entering flow $\pi a^2\nu_0$, this is $4a/(3L)$.

Now take a cross-section deep inside, at depth $z_0$. Let $F(x)$ be the fraction of a wall element's emission that crosses a section at axial distance $x$. Wall at $z_0+x$ sends atoms outward, and wall at $z_0-x$ sends atoms back. The net flow is

$$2\pi a\int_0^\infty F(x)\,[\nu(z_0+x)-\nu(z_0-x)]\,dx=2\pi a\int_0^\infty F(x)\,\frac{2\nu_0x}{L}\,dx .$$

At the exit nothing comes back, and the bracket is just $\nu_0x/L$. The interior flow is therefore twice the exit flow, $8a/(3L)$ of the entering flow. The integral may be extended to infinity because $F\simeq a^3/x^3$ far away: the section fills a solid angle $\pi a^2/x^2$, the mean emission cosine is $a/x$, and the cosine law divides by $\pi$.

**Q.** Is it still a factor of two in a tube of finite length?

**A.** Nearly, if the tube is many radii long. In a short tube the factor is smaller: at $L/a=2$ the mid-tube flow is only 1.4 times the exit flow. To find it, one needs the fraction $D(x)$ of a disk's cosine emission that directly reaches an equal coaxial disk. Integrate the direct part found above over angle, with $t=\tan\theta=kp$, $k=2a/x$ and $G=\arccos p-pq$:

$$D=\frac4\pi\int_0^k\frac{G\,t\,dt}{(1+t^2)^2}=1-\frac4\pi\int_0^1\frac{\sqrt{1-p^2}}{1+k^2p^2}\,dp .$$

This is integration by parts, using $G(0)=\pi/2$, $G(1)=0$ and $dG/dp=-2q$. With $p=\sin u$ the last integral is

$$\frac1{k^2}\left[(1+k^2)\int_0^{\pi/2}\frac{du}{1+k^2\sin^2u}-\frac\pi2\right]=\frac{\pi}{2k^2}\left(\sqrt{1+k^2}-1\right),$$

where the substitution $v=\tan u$ gives $\pi/(2\sqrt{1+k^2})$ for the remaining integral. So

$$D(x)=1-\frac{2}{k^2}\left(\sqrt{1+k^2}-1\right),\qquad D\simeq\frac{a^2}{x^2}\ \ (x\gg a).$$

What crosses one section but not the next has struck the wall between them. With reciprocity this gives $\pi a^2(-dD)=2\pi a\,F\,dx$, or $F=-(a/2)\,dD/dx$.

The exit flow, as a fraction of the entering flow, is the direct part plus the wall part. Integrating by parts,

$$S_e=D(L)+\frac2a\int_0^L\frac zL F\,dz=\frac1L\int_0^LD\,dx .$$

At mid-tube the difference between the two sides is $2x/L$, and the same algebra gives $S_m=(2/L)\int_0^{L/2}D\,dx$. For $L/a=20$ they are 0.0642 and 0.1234, a ratio of 0.520. At $L/a=2000$ the ratio is 0.5002.

**Q.** Then the wall near a real exit must receive more than your premise allows.

**A.** Yes. The simplest repair keeps a straight line but lifts its end:

$$\frac{\nu}{\nu_0}=w_e+(1-2w_e)\frac zL .$$

The source end stands at $1-w_e$ by symmetry. If equal sources were placed at both ends, the wall would receive $\nu_0$ everywhere, so the profiles due to the two ends add to $\nu_0$.

The uniform part adds $w_e\nu_0a^2\cos\theta$ to the intensity, and a flow fraction $w_e$ in a long tube. Equal flow at exit and interior requires

$$w_e+(1-2w_e)\frac{4a}{3L}=(1-2w_e)\frac{8a}{3L},$$

so $w_e\simeq4a/(3L)$ to leading order. Beyond the cut-off,

$$\frac{I}{\nu_0a^2}=w_e\cos\theta+(1-2w_e)\frac{8a}{3\pi L}\frac{\cos^2\theta}{\sin\theta}.$$

For this lifted line, at a fixed angle with $\tan\theta\gg a/L$, the leading fractional excess over the simple law is

$$\frac{4a}{3L}\cdot\frac{3\pi L}{8a}\tan\theta=\frac\pi2\tan\theta .$$

It contains no $L$. Lengthening the tube does not cure the error at a fixed angle; it brings the cut-off down to smaller angles, where the law is better. Close to the cut-off this estimate is too large, because the factor $1-2w_e$ subtracts $8a/(3L)$, which is of the same order as $\frac\pi2\tan\theta_c=\pi a/L$. For $L/a=20$ the excess at the cut-off is about 2 %, not 16 %.

For a finite tube, the exit flow includes $D(L)$ and the uniform wall supplies $w_e[1-D(L)]$. Equating exit and mid-tube flow then gives

$$w_e=\frac{S_m-S_e}{1+D(L)-2S_e+2S_m-2D(L/2)} ,$$

which is 0.0538 for $L/a=20$, against the leading estimate 0.0667.

**Q.** You have replaced one assumed line by another. What does the wall actually receive?

**A.** Within the same physical model, let $w=\nu/\nu_0$ and balance every wall element:

$$w(z)=F(L-z)+\int_0^LK(|z-z'|)\,w(z')\,dz',\qquad K=-\frac{dF}{dx}.$$

The first term comes directly from the source. In the second, $K\,dx$ is the fraction of a wall element's emission that crosses the section at $x$ but not the one at $x+dx$, and so lands between them. Solving this equation numerically removes the assumption of a straight profile. For $L/a=20$ the intensities relative to the axial value are:

| $\theta$ | simple law | lifted line | wall balance |
|---|---:|---:|---:|
| 6° | 0.402 | 0.412 | 0.412 |
| 10° | 0.237 | 0.265 | 0.266 |
| 20° | 0.110 | 0.148 | 0.149 |
| 45° | 0.030 | 0.065 | 0.063 |
| 80° | 0.0013 | 0.0105 | 0.0096 |

Relative to the simple law, the wall-balance intensity is higher by 2.6 % at 6°, 12 % at 10° and 36 % at 20°. At 45° it is 2.1 times the law, and at 80° it is 7.4 times. Near grazing exit the law vanishes as $\cos^2\theta$, while non-zero exit impingement leaves a term in $\cos\theta$.

The lifted line stays within 9.1 % of the wall balance at the angles computed. It is too high at 80°, where rays see only depths up to $2a\cot\theta$, about a third of a radius. The balance gives 0.0487 in the cell nearest the exit, below the line's 0.0538. For $L/a=200$ at 45° the excess over the simple law is about 1.46 (refining the mesh moves it by about 0.003), against the leading estimate $\pi/2=1.571$.

**Q.** Could the wall-balance calculation itself be wrong?

**A.** It was tested by following individual random trajectories with the same source, diffuse wall and $L/a=20$. The transmitted fraction was $0.1088\pm0.0006$, against 0.1093 from the balance. Between 30° and 60° the trajectories gave $0.0459\pm0.0004$ of the entering flow, and the balance 0.0457. The simple law gives 0.0222 in that band.

**Q.** Put this on a real cell. How many atoms go where I do not want them?

**A.** Take gallium at 1250 K and $1.0\times10^{-3}$ Torr behind a hot nozzle with $a=1$ mm and $L=20$ mm. These are rounded inputs, not a point on the vapour-pressure curve: liquid gallium in equilibrium at 1250 K has a pressure roughly two to three times higher. The fluxes and the collision estimates below scale in proportion to the pressure. At the equilibrium pressure the mean free path is only about 2.4 tube lengths and the axial estimate rises to about 20 %, so the collision-free model is then marginal.

A gas of density $n=P/(k_BT)$ and mean speed $\bar v=\sqrt{8k_BT/(\pi m)}$ sends $n\bar v/4$ through a plane from one side, so

$$\nu_0=\frac{P}{\sqrt{2\pi mk_BT}}=1.19\times10^{17}\ {\rm cm^{-2}\,s^{-1}}.$$

With $a^2=0.01\ {\rm cm^2}$ the axial intensity is $1.19\times10^{15}$ atoms/(s sr). The cut-off is at 5.71°. At 20° the simple law gives

$$0.04244\times\frac{\cos^2 20^\circ}{\sin20^\circ}\times1.19\times10^{15}=1.30\times10^{14}\ {\rm atoms/(s\,sr)},$$

whereas the wall balance gives $1.78\times10^{14}$. The total output is $\nu_0\pi a^2\times0.1093=4.09\times10^{14}$ atoms/s. Someone using the simple law to estimate stray deposition at 20° would predict about 27 % less than the wall-balance value.

**Q.** And if the atoms collide, or the wall keeps a few?

**A.** With a rough collision diameter $d=0.5$ nm, the mean free path at the source density, $k_BT/(\sqrt2\,\pi d^2P)$, is about 0.12 m. The density averages about half its source value along the axis, so the collision estimate for an axial path is $L/(2\lambda)$, or about 9 %. For the longest path leaving at 20°, which is shorter and lies in thinner gas, it is 0.9 %. These are collision probabilities along the final flights; they do not include any change that collisions make to the wall profile. Over the whole walk collisions are not rare. The roughly 70 wall impacts found below, at a mean flight of $2a$, make a path of about 0.14 m at about half the source density. The estimate is then 0.6, and some 40 % of the atoms leaving near 20° have collided at least once. A collision redirects an atom without removing it, and its effect on the profile is not sized here.

Wall capture acts at every impact, and at 20° its effect can exceed the final-flight collision estimate. With the source flux held fixed, a capture probability of 0.001 per impact lowers the intensity there by 6.7 % relative to the lossless balance. An atom that would make $N$ impacts survives with probability $(1-0.001)^N$, so this drop means that atoms leaving near 20° have made roughly 70 impacts on average. A nozzle cool enough to retain gallium therefore breaks the no-loss assumption. Liquid creeping along the wall would add a source near the exit, and surface diffusion would move the point of re-emission; neither is sized here. The remaining values are in the numerical output.

## Numbers as computed

```
tube radius 1.0 mm, length 20.0 mm
temperature 1250 K, pressure 1.0e-03 Torr
atomic mass 69.723 u, diameter 0.50 nm (rough)
length/radius 20.0
cut-off angle 5.71 deg
source flux nu0 1.190e+17 atoms/(cm2 s)
axial intensity 1.190e+15 atoms/(s sr)
law prefactor 8a/(3 pi L) 0.04244
largest error, law vs wall sum 0.003 %
inside cut-off, p = 0.5: angle 2.86 deg
  direct part 0.3905, wall part 0.2971 of axial
intensity / axial: angle(deg), law, repaired law, wall balance
   6  0.40159  0.41188  0.41215  balance/law 1.026
  10  0.23704  0.26451  0.26612  balance/law 1.123
  20  0.10957  0.14832  0.14936  balance/law 1.363
  30  0.06366  0.10339  0.10318  balance/law 1.621
  45  0.03001  0.06481  0.06338  balance/law 2.112
  60  0.01225  0.03782  0.03608  balance/law 2.945
  80  0.00130  0.01050  0.00962  balance/law 7.404
intensity in atoms/(s sr): angle(deg), law, wall balance
  10  2.820e+14  3.167e+14
  20  1.304e+14  1.777e+14
  45  3.571e+13  7.542e+13
linear profile: exit flow 0.0642 of entering flow
linear profile: mid-tube flow 0.1234 of entering flow
exit/mid flow 0.520 in this tube
exit/mid flow 0.5002 at L/a = 2000
repaired exit impingement w_e 0.0538 of nu0
leading estimate 4a/(3L) 0.0667 of nu0
wall balance nearest exit 0.0487 of nu0
largest error of repaired law 9.1 %
excess at 45 deg, L/a = 200: 1.467
  leading estimate pi/2 = 1.571
transmission, wall balance 0.1093
transmission, trajectories 0.1088 +- 0.0006
30-60 deg flow: balance 0.0457, law 0.0222
  trajectories 0.0459 +- 0.0004
total output 4.087e+14 atoms/s
mean free path at source 116.5 mm
collision estimate, axial path 8.6 %
collision estimate, longest path at 20 deg 0.88 %
wall capture 0.001: change at 20 deg -6.65 %
mesh shift at 20 deg, 400 to 800 cells 0.0044 %
```
